# Defect Charge Transition Energies from the Half-Occupied Frontier Eigenvalue, part 1

(Sections cited here and not found follow in the second part.)

## First half: from Janak's theorem to the midpoint rule

A defect calculation has to settle whether a charge transition level requires the total energies of two charge states, or whether it can be read from one calculation in which the defect orbital holds half an electron. The second choice replaces the difference of two large energies by one eigenvalue. It is safe if the eigenvalue changes with occupation along a nearly straight line, and the error is set by the departure from that line. The size of the slope does not matter by itself.

Take a defect with two charge states, $+$ and neutral, which differ by one electron. Let $E(+)$ and $E(0)$ be their total energies with the same atoms present. If electrons are exchanged with a reservoir of chemical potential $\mu$, the formation energies are

$$
F(+)=E(+)+\mu-R,\qquad F(0)=E(0)-R .
\tag{1}
$$

Here $R$ collects the energy of the host and of the atomic reservoirs, which is the same for both states. The term $+\mu$ appears because the positive defect has given one electron to the reservoir. The two states are equally favourable when $F(+)=F(0)$, that is, when

$$
\mu=E(0)-E(+)\equiv\Delta E .
\tag{2}
$$

For $\mu<\Delta E$ the positive state has the lower formation energy; for $\mu>\Delta E$ the neutral one has. In a solid the level is quoted as $\Delta E-\epsilon_V$, where $\epsilon_V$ is the valence edge of the host on the same potential scale. The quantity to be found is therefore $\Delta E$, the energy of the state with the electron minus that of the state without it. It is negative when the electron is bound relative to the chosen zero.

To connect the two states, let one spin orbital of the defect, the frontier orbital, carry an occupation $f$ between 0 and 1. The value $f=0$ is the positive state and $f=1$ the neutral one. All other occupations and, for the present, all nuclear positions are held fixed. The fractional occupation is a mathematical path within a chosen density functional; no physical state with half an electron on an isolated centre is implied.

Let $i$ label spin orbitals $\phi_i$ with occupations $f_i$. The density is

$$
n(\mathbf r)=\sum_i f_i|\phi_i(\mathbf r)|^2,
$$

and the density of each spin is the same sum restricted to that spin. The Kohn-Sham energy is

$$
E=\sum_i f_i\langle\phi_i|t+v|\phi_i\rangle+E_H[n]+E_{xc}[n_\uparrow,n_\downarrow]+E_{nn},
\tag{3}
$$

where $t$ is the kinetic operator, $v$ the potential of the nuclei, $E_{nn}$ their mutual repulsion, $E_{xc}$ the exchange-correlation energy and

$$
E_H[n]=\frac12\frac{e^2}{4\pi\varepsilon_0}\iint
\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' .
$$

A small change $\delta n$ enters $E_H$ through either factor. The two equal contributions cancel the prefactor $1/2$, so $\delta E_H=\int v_H\,\delta n\,d\mathbf r$, with $v_H$ the electrostatic potential energy due to $n$. Similarly $\delta E_{xc}=\sum_\sigma\int v_{xc,\sigma}\,\delta n_\sigma\,d\mathbf r$, which defines $v_{xc,\sigma}$. The one-electron operator

$$
h=t+v+v_H+v_{xc,\sigma}
$$

thus gathers the first-order response of all terms in (3).

For given occupations the orbitals make $E$ stationary while remaining orthonormal. Since the derivative of $E$ with respect to $\phi_i^*$ is $f_i h\phi_i$, the condition with Hermitian multipliers $\Lambda_{ij}$ is

$$
f_i h\phi_i=\sum_j\Lambda_{ij}\phi_j .
$$

Projection on $\phi_j$ gives $f_i h_{ji}=\Lambda_{ij}$, with $h_{ji}=\langle\phi_j|h|\phi_i\rangle$. Exchanging the labels gives $f_jh_{ij}=\Lambda_{ji}$. Because $\Lambda_{ij}=\Lambda_{ji}^*$ and $h_{ij}^*=h_{ji}$, it follows that

$$
(f_i-f_j)h_{ji}=0 .
$$

Orbitals of different occupation are therefore not coupled by $h$. Orbitals of equal occupation can be rotated among themselves without changing the density, and this freedom is used to remove their coupling too. The result is $h\phi_i=\epsilon_i\phi_i$, also when one occupation is fractional.

Now change the occupation $f_k$ of one orbital. The energy responds in two ways: through the explicit factor $f_k$, and through the change of all orbitals as they become self-consistent again. With the orbitals held fixed, $\partial n/\partial f_k=|\phi_k|^2$, so

$$
\left.\frac{\partial E}{\partial f_k}\right|_{\phi}
=\langle\phi_k|t+v|\phi_k\rangle
+\int(v_H+v_{xc,\sigma})|\phi_k|^2\,d\mathbf r
=\langle\phi_k|h|\phi_k\rangle=\epsilon_k .
$$

The change of the orbitals adds

$$
\begin{aligned}
\sum_i f_i\left[\left\langle\frac{d\phi_i}{df_k}\right|h\left|\phi_i\right\rangle
+\left\langle\phi_i\right|h\left|\frac{d\phi_i}{df_k}\right\rangle\right]
&=\sum_i f_i\epsilon_i\frac{d}{df_k}\langle\phi_i|\phi_i\rangle\\
&=0 .
\end{aligned}
$$

The first equality uses $h\phi_i=\epsilon_i\phi_i$ on each side, with real $\epsilon_i$; the second uses the fact that every norm stays equal to one. Only the explicit part survives. For the frontier orbital, with $f_k=f$ and $\epsilon_k=\epsilon(f)$, this is Janak's theorem:

$$
\frac{dE}{df}=\epsilon(f).
\tag{4}
$$

The derivation does not neglect orbital relaxation. It shows that relaxation has no effect on the first derivative. Relaxation does act on the eigenvalue as $f$ proceeds, and so it enters the second derivative.

For a hybrid functional, part of the exchange energy depends on the one-particle density matrix $\gamma=\sum_i f_i|\phi_i\rangle\langle\phi_i|$ and not just on the density. The same argument holds if $h$ is defined by $\delta E=\mathrm{Tr}(h\,\delta\gamma)$. It then contains a nonlocal exchange operator, and $\epsilon(f)$ is the generalized Kohn-Sham eigenvalue.

Integration of (4) over the added electron gives

$$
\Delta E=E(1)-E(0)=\int_0^1\epsilon(f)\,df .
\tag{5}
$$

From here on the argument of $E$ is the occupation, so $E(0)$ is the positive state and $E(1)$ the neutral one. Equation (5) requires a continuous path of self-consistent solutions. The total-energy difference is the mean of the frontier eigenvalue over the filling of the orbital.

Define the curvature

$$
U(f)=\frac{d^2E}{df^2}=\frac{d\epsilon}{df}.
$$

Suppose first that $U$ is constant. Then the eigenvalue is a straight line, which can be written about its midpoint as

$$
\epsilon(f)=\epsilon(\tfrac12)+U\left(f-\tfrac12\right).
$$

Substitution in (5), with $x=f-\tfrac12$, yields

$$
\Delta E=\epsilon(\tfrac12)\int_{-1/2}^{1/2}dx
+U\int_{-1/2}^{1/2}x\,dx
=\epsilon(\tfrac12).
\tag{6}
$$

The second integral vanishes because the contributions at $x$ and $-x$ cancel. For constant curvature the half-occupied eigenvalue therefore equals the total-energy difference, whatever the value of $U$. This use of half occupation is known as Slater's transition state.

The eigenvalues of the two integer states do not share this property. The straight line gives

$$
\epsilon(0)=\Delta E-\frac U2,\qquad
\epsilon(1)=\Delta E+\frac U2 .
\tag{7}
$$

For $U>0$ the empty orbital of the positive state lies too low and the filled orbital of the neutral state too high, each by $U/2$ relative to $\Delta E$. The three eigenvalues coincide in the limit $U=0$, where $E$ is linear in $f$.

The rule also respects the choice of potential zero. Adding a constant $c$ to the potential energy of every electron adds $c$ to each eigenvalue. It adds $c$ times the number of electrons to $E$, and hence $c$ to $\Delta E$. Both sides of (6) shift equally, so the alignment with a host band edge is needed for either method.

In an actual functional $U$ depends on $f$. If $\epsilon$ has a continuous second derivative, Taylor's theorem gives, for some point $\eta(x)$ between $\tfrac12$ and $\tfrac12+x$,

$$
\epsilon(\tfrac12+x)=\epsilon(\tfrac12)+\epsilon'(\tfrac12)x
+\frac12\epsilon''(\eta(x))x^2 .
$$

Integration removes the linear term and leaves

$$
\Delta E-\epsilon(\tfrac12)
=\frac12\int_{-1/2}^{1/2}\epsilon''(\eta(x))\,x^2\,dx .
$$

Let $m$ and $M$ be the smallest and largest values of $\epsilon''$ on the interval. Since $x^2\ge0$ and $\int x^2dx=1/12$, the right side lies between $m/24$ and $M/24$. A continuous function takes every value between its extremes, so some occupation $\xi$ exists for which

$$
\Delta E-\epsilon(\tfrac12)=\frac{\epsilon''(\xi)}{24}.
\tag{8}
$$

This is the sense in which the midpoint rule is an approximation. Its error measures the change of the curvature, since $\epsilon''=dU/df$. A large but constant $U$ does no harm.

If the eigenvalue is represented by a polynomial of fourth degree about the midpoint, its odd terms integrate to zero. Its fourth-order term is $\epsilon''''x^4/24$, and $\int x^4dx=1/80$. Thus, with the derivatives taken at $f=\tfrac12$,

$$
\Delta E=\epsilon(\tfrac12)+\frac{\epsilon''}{24}+\frac{\epsilon''''}{1920}.
\tag{9}
$$

The average of the two end eigenvalues is another possible estimate. At $x=\pm\tfrac12$ the odd terms again cancel, while $x^2/2=1/8$ and $x^4/24=1/384$. Subtracting (9) gives

$$
\frac{\epsilon(0)+\epsilon(1)}2-\Delta E
=\frac{\epsilon''}{12}+\frac{\epsilon''''}{480},
\tag{10}
$$

because $1/8-1/24=1/12$ and $1/384-1/1920=1/480$. To leading order this error is twice that of the midpoint and has the opposite sign. Two thirds of the midpoint value plus one third of the end average therefore removes the $\epsilon''$ term:

$$
\Delta E\simeq\frac{\epsilon(0)+4\epsilon(\tfrac12)+\epsilon(1)}6 .
\tag{11}
$$

This is Simpson's rule. It needs three calculations, but it gives a means of judging the midpoint value from eigenvalues alone.

Smoothness matters in (8). Suppose that the curvature jumps from $U_1$ to $U_2$ at half occupation, for instance because the character of the frontier orbital changes there. The eigenvalue is then $\epsilon(\tfrac12)+U_1x$ for $x<0$ and $\epsilon(\tfrac12)+U_2x$ for $x>0$. Since $\int_0^{1/2}x\,dx=1/8$,

$$
\Delta E-\epsilon(\tfrac12)=\frac{U_2-U_1}{8}.
$$

A jump of 1 eV in the curvature would cause an error of 0.125 eV. Following the same orbital on one smooth branch is thus part of the conditions for the rule.

The origin of the curvature is seen by freezing the orbitals at their form for some occupation $f_0$ and changing just the frontier occupation. The density then changes by $(f-f_0)|\phi|^2$, with $\phi$ the frontier orbital, and the second derivative of (3) at $f_0$ is

$$
U_{\rm fr}=\iint|\phi(\mathbf r)|^2
\left[\frac{e^2}{4\pi\varepsilon_0|\mathbf r-\mathbf r'|}
+\frac{\delta^2E_{xc}}{\delta n_\sigma(\mathbf r)\delta n_\sigma(\mathbf r')}\right]
|\phi(\mathbf r')|^2\,d\mathbf r\,d\mathbf r' .
\tag{12}
$$

The first term is the repulsion of the orbital's charge with itself, denoted $J$. It is positive and grows as the orbital becomes more compact. If exact exchange is used, the frontier orbital contributes $-f^2J/2$ to the exchange energy, which cancels its $+f^2J/2$ in the Hartree energy. A semilocal functional need not achieve this cancellation, and a positive curvature can remain.

Relaxation lowers the frozen value. Assume that the self-consistent state is the minimum of $E$ over orthonormal orbitals at the given occupations. Then the difference $D(f)=E_{\rm fr}(f)-E(f)$ cannot be negative, and it is zero at $f_0$, where both energies use the same orbitals. A smooth function has zero slope and a second derivative that is not negative at such a minimum. Hence

$$
E'_{\rm fr}(f_0)=E'(f_0),\qquad U_{\rm fr}\ge U(f_0).
\tag{13}
$$

The equality of slopes is Janak's theorem seen from another side. The inequality expresses screening: all orbitals, the frontier orbital included, rearrange so as to reduce the energy cost of adding charge to the centre.

The half-occupied eigenvalue equals the total-energy difference when the curvature is constant, and on a smooth path its error is set by the change of the curvature, not by its size. It remains to test the rule on a silicon dangling bond and to examine the effects of nuclear relaxation, periodic images and the polarization of the host.
